# Intramolecular hydrogen transfer and acid release in ortho-nitrobenzyl sulfonates

**Q:** I can put the nitro group of a nitrobenzyl sulfonate next to the $\mathrm{CH_2OSO_2R}$ group or across the ring from it. The atoms are the same. Why should the position matter for making acid with light?

**A:** Because one route to the acid begins with a hydrogen atom passing from the benzylic carbon to an oxygen of the excited nitro group. In the ortho isomer the two can touch. In the para isomer no rotation about single bonds brings them together, so direct transfer within one molecule is shut.

The claim concerns this route alone. A para isomer may still give acid by electron transfer, by cleavage of the benzylic C–O bond, or after reaction with a neighbour.

**Q:** What does the light do to the nitro group that makes it take hydrogen?

**A:** An n→π* excitation moves an electron from an in-plane oxygen lone pair into a π* orbital. The lone-pair orbital is left half filled, and its remaining electron can pair with the electron of a hydrogen atom.

I examined this for nitrobenzene, the chromophore without its side chain, by configuration interaction with single excitations (CIS) in the 6-31G basis. In the lowest n→π* singlet, 97% of the hole lies in the plane on the two oxygens, and about 90% of the promoted electron lies on the nitro group. In the lowest π→π* singlet only 2% of the hole is on the oxygens. The kind of excited state therefore matters, not merely the absorbed energy.

The computed energies are 4.7 eV for n→π* and 5.9 eV for π→π*. They are not converged in the basis: adding d functions (6-31G*) raises the n→π* energy to 5.1 eV, leaves π→π* at 5.9 eV, and changes the oxygen shares of the hole to 94% and 1%. CIS leaves out most electron correlation, so these are rough and should not be matched to an absorption spectrum. If light first populates a π→π* state, the molecule must relax to an n→π* state before this argument applies. I have not computed that relaxation, nor whether the transfer starts from the singlet or the triplet. The contrast above is for singlets. Among triplets CIS puts lowest a π→π* state of the nitro group itself, 1.6 to 1.9 eV below the n→π* triplet, with 95% or more of its hole on the oxygens but in π orbitals rather than in the plane. CIS is not reliable for this ordering.

**Q:** How do you show that para cannot reach? Molecules rotate.

**A:** Let both groups rotate freely and calculate every distance. Take a regular hexagonal ring with fixed bond lengths and angles. Put the origin at its centre, the unit vector $\mathbf u$ along the ring–$\mathrm{CH_2}$ bond, and $\mathbf v$ along the ring–N bond, at an angle $\theta$ to $\mathbf u$. Then $\theta$ is 60° for ortho, 120° for meta and 180° for para.

As the $\mathrm{CH_2}$ group turns, its hydrogen moves on a circle about $\mathbf u$. A nitro oxygen moves on a circle about $\mathbf v$. Their positions are

$$\mathbf H=a_H\mathbf u+\rho_H(\cos\psi\,\mathbf p+\sin\psi\,\mathbf z),$$
$$\mathbf O=a_O\mathbf v+\rho_O(\cos\tau\,\mathbf q+\sin\tau\,\mathbf z).$$

Here $\mathbf z$ is normal to the ring, $\psi$ is the torsion of the hydrogen and $\tau$ the twist of the nitro group. The in-plane vectors are

$$\mathbf u=(1,0),\quad \mathbf p=(0,1),\quad \mathbf v=(\cos\theta,\sin\theta),\quad \mathbf q=(\sin\theta,-\cos\theta).$$

For ortho, zero torsion turns each atom toward the other group. The bond lengths give the axial positions and radii:

$$a_H=1.39+1.50-1.09\cos109.5^\circ=3.254\ \text{Å},$$
$$a_O=1.39+1.47-1.22\cos118^\circ=3.433\ \text{Å},$$
$$\rho_H=1.09\sin109.5^\circ=1.027\ \text{Å},\quad \rho_O=1.22\sin118^\circ=1.077\ \text{Å}.$$

The squared distance is $d^2=|\mathbf H|^2+|\mathbf O|^2-2\mathbf H\cdot\mathbf O$. We need $\mathbf u\cdot\mathbf v=\cos\theta$, $\mathbf u\cdot\mathbf q=\mathbf p\cdot\mathbf v=\sin\theta$ and $\mathbf p\cdot\mathbf q=-\cos\theta$. Therefore

$$d^2=a_H^2+\rho_H^2+a_O^2+\rho_O^2-2S,$$
$$\begin{aligned}S={}&a_Ha_O\cos\theta+\sin\theta\,(a_H\rho_O\cos\tau+a_O\rho_H\cos\psi)\\&-\rho_H\rho_O\cos\psi\cos\tau\cos\theta+\rho_H\rho_O\sin\psi\sin\tau.\end{aligned}$$

For para, $\cos\theta=-1$ and $\sin\theta=0$. The last two terms of $S$ combine into $\rho_H\rho_O\cos(\psi-\tau)$, so

$$d_{\rm para}^2=(a_H+a_O)^2+\rho_H^2+\rho_O^2-2\rho_H\rho_O\cos(\psi-\tau).$$

The distance is least when the cosine is 1:

$$d_{\rm min}=\sqrt{(3.254+3.433)^2+(1.077-1.027)^2}=6.69\ \text{Å}.$$

With the cosine at $-1$ it is 7.01 Å. A complete rotation changes the distance by only 0.3 Å, because both circles share one axis.

**Q:** And ortho?

**A:** Take $\psi=60^\circ$ and $\tau=40^\circ$. This leaves the sulfonate oxygen in the ring plane, pointing away from the nitro group, with the two hydrogens at $\pm60^\circ$. The four squares sum to 24.59 Å$^2$, and the terms of $S$, in order, give

$$S=5.59+3.85-0.21+0.62=9.84\ \text{Å}^2$$

after rounding. Hence $d=\sqrt{24.59-2(9.84)}\approx2.21$ Å. The sum of the van der Waals radii of H and O is 2.72 Å, so this pair is in contact.

The smallest ortho distance over all torsions is 1.53 Å, but such a rigid structure is crowded and should not be read as an equilibrium geometry. Meta comes no closer than 4.74 Å, so it too fails to make contact.

**Q:** Could vibration bend the para molecule far enough?

**A:** It would have to close $6.69-2.72=3.97$ Å. For a harmonic bend with constant $K$, equipartition gives $\frac12K\langle\delta^2\rangle=\frac12kT$. With a rough $K=4.0$ eV/rad$^2$ and $kT=0.0257$ eV,

$$\delta_{\rm rms}=\sqrt{0.0257/4.0}=0.080\ \text{rad}=4.6^\circ.$$

If the whole $\mathrm{CH_2}$ group swings about the ring carbon that holds it, the hydrogen is 2.13 Å from the pivot and moves by about $0.080\times2.13=0.17$ Å. The gap is some 23 times larger. Ten independent bends of this size would enlarge the rms motion only by $\sqrt{10}\approx3.2$.

**Q:** Why is touching necessary? A photon carries several electronvolts.

**A:** Contact lets the new O–H bond form while the old C–H bond breaks. As the oxygen is moved away, the old bond must stretch further before the new one can help. When the oxygen is far away, the hydrogen must first become nearly free, at the cost of almost the whole C–H bond energy.

A three-spin model shows this. The three electrons belong to carbon, hydrogen and the half-filled oxygen orbital. For each bond, with stretch factor $e=\exp[-a(r-r_0)]$, take a Morse curve for paired spins and an anti-Morse curve for parallel spins:

$$E_{\rm pair}=D(e^2-2e),\qquad E_{\rm par}=\tfrac D2(e^2+2e).$$

Write $E_{\rm pair}=Q+J$ and $E_{\rm par}=Q-J$. Half the sum and half the difference are

$$Q=\tfrac D4(3e^2-2e),\qquad J=\tfrac D4(e^2-6e).$$

Let $P$ exchange two spins. It is $-1$ for a pair in a singlet and $+1$ in a triplet, so one bond has energy $Q-JP$. With label 1 for C–H, label 2 for O–H, and no direct C–O exchange,

$$H=Q_1+Q_2-X,\qquad X=J_1P_{CH}+J_2P_{HO}.$$

**Q:** How do you get an energy from that without guessing which spins are paired?

**A:** Square $X$. Since $P^2=1$,

$$X^2=J_1^2+J_2^2+J_1J_2(P_{CH}P_{HO}+P_{HO}P_{CH}).$$

The bracket is the sum of the two cyclic permutations, $C+C^{-1}$. To find its value for total spin $S=\frac12$, use $P_{ij}=\frac12+2\,\mathbf s_i\cdot\mathbf s_j$. The three scalar products sum to

$$\tfrac12\left[S(S+1)-3\cdot\tfrac34\right]=\tfrac12\left(\tfrac34-\tfrac94\right)=-\tfrac34,$$

so the three exchange operators sum to $\frac32-\frac32=0$. Squaring that zero sum gives three unit squares and six mixed products, three equal to $C$ and three to $C^{-1}$:

$$0=3+3(C+C^{-1}),\qquad C+C^{-1}=-1.$$

Thus $X^2=J_1^2+J_2^2-J_1J_2$. For a given spin projection there are two doublet states. Each $P$ has eigenvalues $+1$ and $-1$ there, so $X$ has zero trace and takes both signs of the root. The lower energy is

$$E=Q_1+Q_2-\sqrt{J_1^2+J_2^2-J_1J_2}.$$

If the oxygen is far away, $Q_2=J_2=0$ and $E=Q_1-|J_1|$. For a bound C–H pair $J_1<0$, so this is $Q_1+J_1$, the Morse energy. The corresponding limit with carbon far away gives the O–H bond.

The model needs the half-filled oxygen orbital. It does not treat hydrogen transfer in the electronic ground state, where the lone pair is full.

**Q:** Now show me the para barrier.

**A:** On any continuous path from carbon to oxygen there is a point where the hydrogen is equally far from both. There $r_1=r_2\ge R/2$, where $R$ is the C···O distance. For large $R$ both factors $e$ are small, and dropping $e^2$ leaves $Q\approx-De/2$ and $J\approx-3De/2$. With $b_i=D_ie_i$,

$$E\approx-\tfrac12(b_1+b_2)-\tfrac32\sqrt{b_1^2+b_2^2-b_1b_2}.$$

This binding vanishes exponentially as $R$ grows. The undisturbed C–H bond has energy $-D_{CH}$, so the barrier tends to $D_{CH}$.

For numbers I use rough parameters: $D=3.9$ eV, $a=1.9$ Å$^{-1}$, $r_0=1.09$ Å for C–H, and $D=4.6$ eV, $a=2.2$ Å$^{-1}$, $r_0=0.97$ Å for the bond made by the excited oxygen. In para, $R=6.41$ Å. At $r_1=r_2=3.205$ Å, $b_1\approx0.070$ eV and $b_2\approx0.034$ eV, so $E\approx-0.14$ eV. The hydrogen must therefore climb at least about $3.9-0.14=3.76$ eV in this model. The model leaves out the ring atoms that lie between the two groups. A hydrogen that binds to them on the way follows a stepwise route, which this bound does not cover.

A search over hydrogen positions, with a penalty for bending the C–H bond, gives 3.85 eV. This lies above the bound, as it must: the top of the path need not be the equidistant point, and the penalty, which fades as the bond stretches, has not quite vanished there.

**Q:** What is the ortho barrier on the same scale?

**A:** It depends on the nitro twist. I hold the ring, the benzylic carbon and the nitro group fixed, let the $\mathrm{CH_2}$ torsion adjust freely (the sulfonate turns with it, at no cost in the model), and find the lowest energy at which the two bond valleys connect:

| Nitro twist | C···O (Å) | Barrier (eV) |
|---|---|---|
| 20° | 2.51 | 0.36 |
| 40° | 2.69 | 0.62 |
| 60° | 2.95 | 1.09 |

At 40° the barrier without the bending penalty is 0.425 eV, equal to the maximum on the straight C–O line to the digits given. Bending thus adds about 0.2 eV. Changing the O–H bond energy from 4.2 to 5.0 eV, all else fixed, moves the 40° barrier from 0.74 to 0.51 eV. That uncertainty is large for a rate but small beside the gap to para. The model also lets the oxygen react equally well in every direction, whereas its half-filled orbital lies in the nitro plane. The table therefore shows the effect of atomic positions, not of orbital direction.

**Q:** Are those barriers low enough for a short-lived excited state?

**A:** Only for a small twist, with the bond angles held rigid and C–O exchange left out, on a rough classical estimate. Subtract the C–H zero-point energy, 0.178 eV, since that stretch becomes motion across the barrier, and use

$$k\approx\frac{kT}{h}\exp\left[-\frac{B-0.178\ \text{eV}}{kT}\right],$$

where $k$ inside $kT$ is Boltzmann's constant and $B$ is the barrier. At 298 K the prefactor is $10^{12.8}$ s$^{-1}$. For a 40° twist the exponent is $-(0.62-0.178)/0.0257=-17.2$, or $-7.5$ powers of ten, so $k\approx10^{5.3}$ s$^{-1}$. At 20° the estimate is $10^{9.7}$ s$^{-1}$; for para it is $10^{-49}$ s$^{-1}$.

If the excited state lives about a nanosecond, a rough assumption, transfer must approach $10^9$ s$^{-1}$ to compete. In this model the 20° geometry does; the 40° geometry classically does not. The neglected C–O exchange is not small at 2.5 Å. Adding it with rough parameters ($D=3.7$ eV, $a=2.0$ Å$^{-1}$, $r_0=1.43$ Å) raises the three ortho barriers to 0.69, 0.85 and 1.22 eV and lowers the 20° estimate to $10^{4.1}$ s$^{-1}$. With half that $D$ the 20° barrier is still 0.52 eV. The order in twist and the gap to para remain. The C···O distances assume rigid bond angles. If each group leans away from the other by only 2°, the barrier at 20° twist rises from 0.36 to 0.53 eV and the estimate falls to $10^{6.8}$ s$^{-1}$. It therefore does not show that a real molecule reaches the faster rate.

**Q:** Hydrogen is light. Does tunnelling overturn the comparison?

**A:** No. It may matter for ortho but leaves the direct para path closed. Take the zero-point energy of the undisturbed C–H bond, 0.178 eV, and the straight C–O line. The semiclassical transmission at that energy, integrated from $r_1=1.09$ Å onward, is $10^{-2.9}$ for ortho at 40° and $10^{-117}$ for para.

For ortho, compare this with the classical chance of having the missing energy. The top of the line lies at 0.425 eV, so the Boltzmann factor is $\exp[-(0.425-0.178)/0.0257]\approx10^{-4.2}$. The transmission is larger, but the margin depends on where the integral starts, because the line has no turning point on the carbon side at this energy. Starting at 1.0 Å gives $10^{-3.4}$ and at 0.9 Å $10^{-4.6}$. The two factors are of similar size, so tunnelling cannot be dismissed.

A transmission is not yet a rate. When the hydrogen faces the oxygen at $r_1=1.09$ Å, the model energy is already 0.22 eV. The line therefore has no well at 0.178 eV in which the hydrogen could vibrate and try the barrier. An ortho rate needs the bending motion as well, and the model cannot predict a quantum yield.

For para the straight line passes within 0.3 Å of a ring carbon, which the model leaves out. Its tiny transmission expresses the width of the gap, not a real path through the ring.

**Q:** Could a para molecule use leftover photon energy instead?

**A:** At 248 nm the photon has 5.00 eV. With a rough triplet energy of 2.6 eV, 2.40 eV remains as vibration. Even if all of it entered the C–H stretch, it would not reach 3.85 eV. The triplet energy cannot be added again, because the strength assigned to the new O–H bond already includes the drive from excitation.

This excludes direct flight from carbon to oxygen on the modelled surface. Stepwise migration around the ring, or a different dissociative excited state, would need its own calculation.

**Q:** Perhaps para fails because its product would be a bad molecule?

**A:** Simple electron pairing does not support that explanation. After transfer, one electron remains on the benzylic carbon and one in the nitro π system. They can pair if the carbon and nitrogen each form a double bond to the ring.

Those two double bonds use the ring atoms that carry the substituents. For ortho, the other four ring atoms form one chain and pair as two double bonds. For para they form two chains of two, which also pair. For meta they form chains of one and three, and neither odd chain can pair completely.

The corresponding π graphs have no nonbonding levels for ortho and para, and two for meta. This concerns connectivity and does not make the ortho and para products equal in energy. It shows that a closed-shell para product can be drawn; what is missing is the direct path to it.

**Q:** The hydrogen is now on the nitro group. Where does sulfonic acid come from?

**A:** The ortho product is an aci-nitro compound, with $\mathrm{C{=}}$ring$\mathrm{{=}N(O)OH}$ bonding. In the accepted mechanism, which I have not computed, the nitro oxygen without hydrogen attacks the benzylic carbon, after rotation or proton exchange has placed it on that side. The new ring has five members: the benzylic carbon, two aromatic carbons, nitrogen and oxygen.

The carbon then expels $\mathrm{RSO_3^-}$. The ring N–O bond breaks, its oxygen becomes the aldehyde oxygen, and the remaining N–OH loses $\mathrm{H^+}$ to become N=O. For the tosylate the balance is

$$\mathrm{C_{14}H_{13}NO_5S\rightarrow C_7H_5NO_2+C_7H_8O_3S},$$

that is, o-nitrosobenzaldehyde and toluenesulfonic acid. Ring closure is a second step that needs neighbouring groups: the C···O distance is 2.69 Å in the ortho geometry above and 6.41 Å in para.

**Q:** In a solid film, could a para nitro group take hydrogen from the next molecule?

**A:** Yes, so the argument is restricted to intramolecular transfer. At 0.195 mol/L, placing molecules at random and counting two benzylic hydrogens and two nitro oxygens per molecule gives 0.04 contacts per nitro group. Excluded volume and association would change this, and hydrogens of the resin are not counted. Such a contact also need not lead to sulfonic acid.

**Q:** How much acid would an ortho compound make in my resist?

**A:** Take o-nitrobenzyl tosylate, 307.3 g/mol, at 5 wt% in a film of density 1.2 g/cm$^3$:

$$c=\frac{0.05\times1200\ \text{g/L}}{307.3\ \text{g/mol}}=0.195\ \text{mol/L}.$$

A dose of 20 mJ/cm$^2$ at 248 nm supplies $F=2.50\times10^{16}$ photons/cm$^2$. For a rough absorptivity $\varepsilon=6000$ L mol$^{-1}$ cm$^{-1}$, the cross-section is $\sigma=1000\,\varepsilon\ln10/N_A=2.29\times10^{-17}$ cm$^2$.

If the film absorbs little and reflections are ignored, every layer receives nearly the same light. With quantum yield $\phi$, the number $N$ of intact molecules obeys $dN/dF=-\phi\sigma N$, so the converted fraction is

$$f=1-e^{-\phi\sigma F}.$$

For an assumed $\phi=0.10$, the exponent is $0.10(2.29\times10^{-17})(2.50\times10^{16})=0.057$. Thus $f=5.6\%$, and the acid concentration is $0.195\times0.0557=0.011$ mol/L. A layered calculation for a 100 nm film, including absorption by the tosylate, gives 5.50% instead of 5.57%.

**Q:** How near is that to a real resist?

**A:** A few weight percent of acid generator and tens of mJ/cm$^2$ are ordinary magnitudes for 248 nm resists. The quantum yield is the weakest input: halving it to 0.05 lowers the acid to about 0.0055 mol/L. A real resin also absorbs. If it adds a small optical depth $\delta$ (natural logarithm), the mean exposure falls by the fraction $\delta/2$. Added base consumes acid mole for mole, and reflections make the dose vary with depth. The estimate is therefore for acid generated, not acid left to drive the resist chemistry.

**Q:** Does this give me a rule for choosing an isomer?

**A:** If acid is to come from direct intramolecular benzylic hydrogen transfer, choose ortho, keep a hydrogen on the benzylic carbon, and avoid substituents or packing that hold the nitro group far out of the ring plane. The advice about twist rests on the model barriers, not on measured yields. If another mechanism makes the acid, this rule does not rank the isomers. Nor does it address thermal stability, absorption or acid strength, which also decide whether a compound serves in a resist.

## Table of computed values

```
Bonds: ring 1.39, C-CH2 1.5, C-N 1.47, N-O 1.22, C-H 1.09 A
Angles C-N-O, C-C-H: 118.0, 109.5 degrees
Axial positions a_H, a_O: 3.254, 3.433 A
Circle radii rho_H, rho_O: 1.027, 1.077 A
H...O contact distance (vdW sum): 2.72 A
Smallest H...O over torsions, ortho: 1.53 A
Smallest H...O over torsions, meta: 4.74 A
Smallest H...O over torsions, para: 6.69 A
Ortho H...O at psi=60, tau=40 degrees: 2.21 A
C...O: ortho at tau=40 2.69, para 6.41 A
CIS/6-31G n-pi* singlet of nitrobenzene: 4.73 eV
n-pi* hole in-plane on the two O: 96.7 %
n-pi* electron on nitro group: 91.5 %
CIS lowest pi-pi* singlet: 5.94 eV
pi-pi* hole on the two O: 1.9 %
C-H model: D 3.9 eV, a 1.9 1/A, r0 1.09 A
O-H model: D 4.6 eV, a 2.2 1/A, r0 0.97 A
Bending constant: 4.0 eV/rad^2
C-H zero-point energy: 0.178 eV; kT at 298.15 K: 0.0257 eV
Ortho twist 20 deg: C...O 2.51 A, barrier 0.36 eV, log10(k s) 9.7
Ortho twist 40 deg: C...O 2.69 A, barrier 0.62 eV, log10(k s) 5.3
Ortho twist 60 deg: C...O 2.95 A, barrier 1.09 eV, log10(k s) -2.6
Para: barrier 3.85 eV, log10(k s) -49.3
Ortho tau=40, no bending cost: saddle 0.425 eV
Same, maximum on C-O line: 0.425 eV
Ortho tau=40 barrier for D_OH=4.2, 5.0: 0.74, 0.51 eV
log10 WKB transmission, ortho tau=40: -2.9
log10 WKB transmission, para: -117
Product pi graph, ortho: 1 full pairing(s), 0 nonbonding levels
Product pi graph, meta: 0 full pairing(s), 2 nonbonding levels
Product pi graph, para: 1 full pairing(s), 0 nonbonding levels
o-Nitrobenzyl tosylate molar mass: 307.3 g/mol
Loading 5 wt%, film density 1.2 g/cm3
PAG concentration in film: 0.195 mol/L
Wavelength 248 nm, photon energy 5.00 eV
Dose 20 mJ/cm2, fluence 2.50e+16 photons/cm2
Absorptivity 6000 L/(mol cm), quantum yield 0.10 (rough)
Absorption cross-section: 2.29e-17 cm2
Converted fraction, thin-film formula: 5.57 %
Converted fraction, 100 nm layered film: 5.50 %
Acid concentration (thin-film formula): 0.0109 mol/L
Thermal bend 4.6 deg, H shift 0.17 A
Para gap still to close: 3.97 A
Random benzylic H contacts per nitro group: 0.040
Photon energy above rough 2.6 eV triplet: 2.40 eV
```
